# Why hydrating a hole-conducting oxide can make its conductivity dip and recover

**Q.** Suppose I hold an acceptor-doped oxide in a fixed oxygen pressure and raise the water pressure once. The oxide conducts by holes, protons and oxygen vacancies. Could its conductivity fall, turn round and climb, although the gas changed only once?

**A.** It could, and the equilibrium states alone do not show it. Let $c$, $v$ and $p$ be the numbers of protons, vacancies and holes per formula unit. A proton sits on an oxygen ion as $\mathrm{OH^\bullet}$, with effective charge $+1$; a vacancy carries $+2$ and a hole $+1$. The acceptors, $A$ per formula unit, are fixed and carry $-1$. Neutrality requires

$$2v+c+p=A .$$

Two gas reactions set the equilibrium:

$$\mathrm{H_2O+V_O^{\bullet\bullet}+O_O\rightleftharpoons 2\,OH_O^\bullet},\qquad \mathrm{\tfrac12O_2+V_O^{\bullet\bullet}\rightleftharpoons O_O+2h^\bullet}.$$

For dilute defects the number of ordinary oxygen ions is nearly constant and can be absorbed in the constants. Mass action then gives

$$c^2=K_wP_w\,v,\qquad p^2=K_OP_{O_2}^{1/2}\,v .$$

Write $c=a\sqrt v$ and $p=b\sqrt v$, with $a^2=K_wP_w$ and $b^2=K_OP_{O_2}^{1/2}$. Neutrality becomes $2v+(a+b)\sqrt v=A$. The left side grows with both $v$ and $a$, so a larger $a$ forces a smaller $v$. At fixed $b$ the hole content $p=b\sqrt v$ falls, the proton content $c=A-2v-p$ rises, and so does $c/p=a/b$. I use subscript 0 for the old equilibrium and 1 for the new one.

**Q.** That says only that there are fewer holes at the end. Why should the approach to the end have two stages?

**A.** Because the composition has two independent variables, $c$ and $v$, and hence two diffusion modes. Take a slab with diffusion along $x$ and ideal dilute carriers. With the electric potential $\phi$ measured in units of $kT/e$, and $n_i$ the content per formula unit, the fluxes divided by the number of formula units per volume are

$$J_i=-D_i\left(\partial_x n_i+z_in_i\,\partial_x\phi\right).$$

Neutrality makes the current uniform in $x$, and symmetry makes it zero at the mid-plane, so $J_c+2J_v+J_p=0$ everywhere. Define

$$S=D_cc+4D_vv+D_pp,\quad t_c=\frac{D_cc}{S},\quad t_v=\frac{4D_vv}{S},\quad t_p=\frac{D_pp}{S}.$$

The 4 is the squared vacancy charge. Zero current reads

$$D_c\partial_xc+2D_v\partial_xv+D_p\partial_xp+S\,\partial_x\phi=0 .$$

Neutrality gives $\partial_xp=-\partial_xc-2\partial_xv$. Substituting this and solving for the field, with $X=D_p-D_c$ and $Y=D_p-D_v$,

$$\partial_x\phi=\frac{X\,\partial_xc+2Y\,\partial_xv}{S}.$$

Put this back into the ion fluxes, using $D_cc/S=t_c$ and $2D_vv/S=t_v/2$:

$$J_c=-(D_c+t_cX)\,\partial_xc-2t_cY\,\partial_xv,$$

$$J_v=-\tfrac12t_vX\,\partial_xc-(D_v+t_vY)\,\partial_xv .$$

The two diffusivities are the eigenvalues of this $2\times2$ matrix. Its trace is

$$T=D_c(1-t_c)+D_v(1-t_v)+D_p(t_c+t_v).$$

In its determinant the terms $t_ct_vXY$ cancel:

$$\begin{aligned}\Delta&=D_cD_v+D_ct_vY+D_vt_cX\\&=D_cD_v(1-t_c-t_v)+D_cD_pt_v+D_vD_pt_c\\&=\frac{D_cD_vD_p\,(p+4v+c)}{S}.\end{aligned}$$

The last line uses $1-t_c-t_v=t_p$. The eigenvalues solve $D^2-TD+\Delta=0$. They describe small departures from a given composition; a large step needs the nonlinear equations.

**Q.** Which mode belongs to hydrogen and which to oxygen?

**A.** That identification needs slow vacancies: $D_v$ far below $D_c$ and $D_p$, and $4D_vv$ far below both $D_cc+D_pp$ and $D_cD_p(c+p)/(D_c+D_p)$. Then $t_v\to0$ and $t_p\to1-t_c$. The large root is nearly $T$:

$$D_{\rm fast}\simeq D_ct_p+D_pt_c=\frac{D_cD_p(c+p)}{D_cc+D_pp}.$$

No vacancy property remains. Protons move one way and holes the other, which amounts to transport of neutral hydrogen. The small root is $\Delta/T$:

$$D_{\rm slow}\simeq D_v\,\frac{c+p+4v}{c+p}.$$

The second result can be understood directly. During slow vacancy motion the protons and holes have time to balance diffusion against the field, so $\partial_xc=-c\,\partial_x\phi$ and $\partial_xp=-p\,\partial_x\phi$. Neutrality then gives $2\partial_xv=(c+p)\partial_x\phi$, and

$$J_v=-D_v(\partial_xv+2v\,\partial_x\phi)=-D_v\left(1+\frac{4v}{c+p}\right)\partial_xv .$$

The same balance says $\partial_x\ln c=\partial_x\ln p$. In the limit of slow vacancies the ratio $c/p$, which fixes the chemical potential of hydrogen, is therefore uniform while oxygen is still moving.

**Q.** How far does the hole content fall in the fast stage?

**A.** Treat the stages as fully separated and the surface as being in equilibrium with the new gas at once. During the fast stage the vacancies inside remain at $v_0$, so neutrality conserves $c+p$. Hydrogen moves until $c/p$ equals its surface value $c_1/p_1$. Marking the resulting plateau with a star,

$$c_*+p_*=c_0+p_0,\qquad \frac{c_*}{p_*}=\frac{c_1}{p_1}.$$

Insert $c_*=p_*c_1/p_1$ in the first equation:

$$p_*=p_1\,\frac{c_0+p_0}{c_1+p_1}=p_1\,\frac{A-2v_0}{A-2v_1}.$$

Hydration lowers $v$, so the last fraction is below one and $p_*<p_1$. Since $p_1<p_0$ as well, the order is $p_*<p_1<p_0$: the holes fall past their final value and must come back. If holes are scarce, $p\ll c$, the ratio becomes $p_*/p_1\simeq c_0/c_1$. The relative undershoot of the holes then survives, but its effect on the conductivity shrinks with their share of the conduction.

**Q.** My gas contains water, not hydrogen. How can hydrogen enter alone?

**A.** The surface splits the water and returns its oxygen to the gas. Subtracting the oxidation reaction from the hydration reaction gives

$$\mathrm{H_2O+2\,O_O+2h^\bullet\rightarrow2\,OH_O^\bullet+\tfrac12O_2}.$$

Each proton gained costs one hole, so the holes present limit this stage. Most of the hydrogen may have to wait for the second stage. There, each oxygen that enters fills a vacancy and removes charge $+2$, so $c+p$ must rise by two. The fixed ratio $c_1:p_1$ divides this gain between protons and holes, and both increase. "Hydrogen first, oxygen later" therefore describes the start of the process; later, hydrogen accompanies oxygen at the pace of the vacancies.

**Q.** Does a dip in the hole content guarantee a dip in the conductivity?

**A.** Not by itself. Suppose you measure along the slab, at right angles to the diffusion. The layers conduct in parallel, so the thickness averages enter:

$$\sigma=\frac{ne^2}{kT}\left(D_cc+4D_vv+D_pp\right),$$

where $n$ is the number of formula units per volume. In the fast stage protons replace holes one for one:

$$\Delta\sigma_{\rm fast}=-\frac{ne^2}{kT}(D_p-D_c)(p_0-p_*).$$

In the slow stage $c+p$ grows by $2(v_0-v_1)$ in the ratio $c_1:p_1$. The mean diffusivity of the added carriers is

$$\bar D=\frac{D_cc_1+D_pp_1}{c_1+p_1}.$$

Subtracting the lost vacancy conduction, $4D_v(v_0-v_1)$, leaves

$$\Delta\sigma_{\rm slow}=\frac{ne^2}{kT}\,2(v_0-v_1)(\bar D-2D_v).$$

For separated stages, the conductivity falls and then rises if $D_p>D_c$ and $\bar D>2D_v$.

**Q.** Please put numbers in. What happens to a slab 1 mm thick?

**A.** Take 973 K, 150 Torr of oxygen, and water raised from 2 to 20 Torr. The model parameters are $A=0.10$, $n=1.3\times10^{22}\ \mathrm{cm^{-3}}$, $K_w=1.5\times10^{-3}\ \mathrm{Torr^{-1}}$ and $K_O=2.0\times10^{-5}\ \mathrm{Torr^{-1/2}}$. The hole mobility is $10^{-3}\ \mathrm{cm^2/Vs}$; multiplied by $kT/e=0.08385$ V it gives $D_p=8.38\times10^{-5}\ \mathrm{cm^2/s}$. The ions have $D_c=2.0\times10^{-6}$ and $D_v=3.0\times10^{-8}\ \mathrm{cm^2/s}$. The equilibria and the ideal plateau are:

| State | $c$ | $v$ | $p$ | $\sigma$ (mS/cm) |
|---|---:|---:|---:|---:|
| start | 0.01132 | 0.04272 | 0.003235 | 7.43 |
| plateau | 0.01335 | 0.04272 | 0.001206 | 3.30 |
| final | 0.03141 | 0.03288 | 0.002838 | 7.57 |

The plateau follows from

$$p_*=0.002838\times\frac{0.01132+0.003235}{0.03141+0.002838}=0.00121 .$$

The prefactor $ne^2/kT$ is $2.48\times10^4\ \mathrm{S\,s/cm^3}$. The fast change is

$$-2.48\times10^4\times8.18\times10^{-5}\times0.00203=-4.1\times10^{-3}\ \mathrm{S/cm}.$$

With $\bar D=8.78\times10^{-6}\ \mathrm{cm^2/s}$ the slow change is

$$2.48\times10^4\times2\times0.00984\times8.72\times10^{-6}=+4.3\times10^{-3}\ \mathrm{S/cm}.$$

The end values differ by about 2%, so comparing them would nearly hide a process that roughly halves the conductivity on the way. This near-equality belongs to these parameters. The holes supply 91% of the conduction at the start and 78% at the end; the added protons make up for the lost holes.

The ideal fast stage admits 0.0020 protons per formula unit, a tenth of the total 0.0201. In the slow stage the 0.00984 oxygens bring $2\times0.00984=0.0197$ carriers. The fraction $0.03141/0.03425=0.917$ of them are protons and the rest holes. The hole gain is $0.083\times0.0197=0.0016$, which is the step from plateau to final value.

**Q.** How long do the stages last, and does the conductivity really reach that plateau?

**A.** Let $L=0.05$ cm be the half thickness. The slowest profile that vanishes at the surface and has zero slope at the mid-plane is $\sin(\pi x/2L)$. It decays at the rate $D(\pi/2L)^2$, so $\tau=4L^2/(\pi^2D)$. At the plateau composition the fast formula gives $1.91\times10^{-5}\ \mathrm{cm^2/s}$ and $\tau=53$ s. The full slow eigenvalue at the final composition is $1.38\times10^{-7}\ \mathrm{cm^2/s}$, giving 7350 s, about two hours. The separated formulas are approximate: the fast one lies 11% below its full eigenvalue at the plateau, the slow one 5% above its own at the end.

I also solved the nonlinear flux equations across the slab. The conductivity reaches a minimum of 4.1 mS/cm after about 200 s, above the ideal 3.3. The smallest mean hole content is 0.00154, which is 27% above $p_*$ but still 46% below the final value. The stages overlap: by the conductivity minimum, 0.0013 of the 0.0098 oxygens have already entered. With vacancies a thousand times slower and all else fixed, the minimum hole content is 0.00122, within 1% of $p_*$.

The decay rates were tested as well. The late slow decay agrees with the eigenvalue to better than 0.1%. With the vacancies frozen, the late fast decay agrees with the hydrogen formula to 0.2%. The numerical output gives these comparisons.

**Q.** What should I expect if I dry the sample again, or change the oxygen pressure instead?

**A.** Drying reverses the signs. Hydrogen leaves first and returns holes; then oxygen leaves and removes some of them. The ideal maximum is

$$0.003235\times\frac{0.03425}{0.01456}=0.0076 .$$

The full solution peaks at 0.0061, well above both the initial 0.0028 and the final 0.0032.

Raising the oxygen pressure at fixed water pressure behaves differently. Now $b$ grows at fixed $a$. Neutrality again lowers $v$, so $c=a\sqrt v$ falls, $p=A-2v-c$ rises, and $c/p=a/b$ falls. Hydrogen therefore leaves first, which raises $p$. Since $v_1<v_0$, the plateau lies below the final value, and the slow stage raises $p$ further. Both stages point the same way. For a step from 15 to 150 Torr of oxygen at 20 Torr of water, the computed mean hole content rises steadily from 0.0016 to 0.0028.

**Q.** Is it enough that hydrogen and oxygen diffuse at different rates?

**A.** No; hydrogen must be the faster. Suppose instead that vacancies and holes equilibrate quickly and protons are slow. Zero vacancy flux gives $\partial_x\ln v=-2\partial_x\phi$, and zero hole flux gives $\partial_x\ln p=-\partial_x\phi$. Hence $p^2/v$ is uniform and equals its surface value $b^2$. Hydration at fixed oxygen pressure does not change $b$, so $p=b\sqrt v$ follows $v$ downward without passing the final value. Exchanging the values of $D_c$ and $D_v$ in the example, with the gas step and $D_p$ unchanged, removes the undershoot in the full solution.

**Q.** My surface may be slow. Could that hide the effect?

**A.** It can remove it. Let $r_w$ and $r_O$ be the inward rates per area of the hydration and oxidation reactions, divided by $n$. Hydration adds two protons and removes one vacancy; oxidation removes one vacancy. For the thickness averages of a half slab,

$$L\dot c=2r_w,\qquad L\dot v=-(r_w+r_O).$$

Neutrality then gives

$$L\dot p=-2L\dot v-L\dot c=2r_O .$$

With these two reactions, the mean hole content changes only through exchange of $\mathrm{O_2}$. If that exchange is blocked, hydration cannot change it at all.

When the surface is much slower than diffusion, the slab stays uniform. Each reaction runs toward its own equilibrium, so $p$ moves toward $b\sqrt v$ and $c$ toward $a_1\sqrt v$. At the start $p>p_1$ and $c<c_1$. If $p$ came down to $p_1$ while $c\le c_1$, neutrality would give $v\ge v_1$, hence $b\sqrt v\ge p_1$, and $p$ could fall no further. If $c$ rose to $c_1$ while $p\ge p_1$, neutrality would give $v\le v_1$, hence $a_1\sqrt v\le c_1$, and $c$ could rise no further. Neither passes its final value, so the holes do not undershoot. The conductivity can still turn round, in the opposite sense. If $\mathrm{O_2}$ exchange is much slower than hydration, protons enter while $p$ stays near $p_0$, and the holes fall only later. With rate laws of the form below and an oxidation constant 10 or 1000 times smaller than the hydration constant, the uniform slab of the example rises from 7.43 to 7.9 or 8.4 mS/cm before settling at 7.57. To see the crossover I took

$$r_w=kv_1\ln\frac{a_1^2v}{c^2},\qquad r_O=kv_1\ln\frac{b_1^2v}{p^2},$$

with surface compositions in the logarithms and the same $k$ for both reactions. The smallest mean hole content lies below its final value by 46, 44, 10 and 0% for $k=10^{-2}$, $10^{-4}$, $10^{-6}$ and $10^{-8}$ cm/s.

Thickness offers a diagnosis. With the same material and gas step, diffusion times scale as $L^2$, whereas the equations for a uniform slab give times proportional to $L$.

**Q.** How close is this example to a real proton conductor?

**A.** The parameters are round values in the rough regime of acceptor-doped cerate and zirconate perovskites; they do not describe a particular composition. The large hole share was chosen to make the effect strong. Where protons carry most of the current, the conductivity dip is weaker and can vanish. With $K_O$ ten thousand times smaller and all else fixed, holes carry 9% of the initial conduction. Fully separated stages would then give a 6% dip, but in the full solution the stages overlap and no dip remains. The result depends strongly on the assumption of an instant surface: in this example, $k=10^{-6}$ cm/s cuts the hole undershoot from 46 to 10%. Holes may also be trapped at acceptors. $D_p$ is then an average over free and trapped holes, and the formulas with constant $D_p$ fail if the trapped fraction changes during the step. Grain boundaries are left out too, and so are interactions between defects, which need not be small at 10% doping.

Three other neglected effects are small here. Allowing the number of filled oxygen sites to vary shifts $p_*$ by 1.3%. With a rough relative permittivity of 40, the dilute estimate of the screening length is 0.3 nm. That is too short to be taken literally on a lattice, but it supports neutrality across a 1 mm slab. With an assumed 4 eV gap and one state per formula unit in each band, electrons number about $10^{-15}$ of the holes at the plateau.

## Calculated quantities

```
Temperature 973 K; slab thickness 1.0 mm
Water 2 -> 20 Torr; oxygen 150 Torr
Acceptors 0.10 per formula unit; 1.3e+22 units/cm3
K_water 1.5e-03 /Torr; K_oxygen 2.0e-05 Torr^-1/2
Hole mobility 1.0e-03 cm2/Vs; kT/e 0.08385 V
D proton, vacancy, hole (cm2/s): 2.00e-06, 3.00e-08, 8.38e-05
Contents per formula unit: proton, vacancy, hole
  start: 0.01132, 0.04272, 0.003235
  start conductivity: 7.428 mS/cm
  ideal plateau: 0.01335, 0.04272, 0.001206
  ideal plateau conductivity: 3.303 mS/cm
  final: 0.03141, 0.03288, 0.002838
  final conductivity: 7.569 mS/cm
Hole share of conductivity, start: 0.907
Hole share of conductivity, final: 0.781
Fast, slow conductivity change: -4.125, 4.266 mS/cm
Carrier-averaged D, final: 8.783e-06 cm2/s
Hydrogen D at plateau: 1.909e-05 cm2/s
Exact fast D at plateau: 2.137e-05 cm2/s
Oxygen D, final, separated limit: 1.452e-07 cm2/s
Exact fast, slow D, final: 1.985e-05, 1.379e-07 cm2/s
Fast, slow time constant: 53.1, 7349 s
Simulated/derived decay rate, fast: 0.9983
Simulated/derived decay rate, slow: 1.0001
Simulated conductivity minimum: 4.099 mS/cm
Time of conductivity minimum: 203 s
Simulated hole minimum: 0.001537 at 214 s
Hole minimum, vacancies 1000 times slower: 0.001218
Proton uptake by conductivity minimum: 0.00423
Oxygen uptake by conductivity minimum: 0.00127
Total proton, oxygen uptake: 0.02009, 0.00984
Proton uptake in ideal fast stage: 0.00203
Drying: largest hole content 0.006135
Oxidation 15 -> 150 Torr: holes 0.001608 -> 0.002838
Swapped ion D: smallest hole content / final 1.00000
Surface exchange 1e-02 cm/s: hole dip below final 45.82 %
Surface exchange 1e-04 cm/s: hole dip below final 44.44 %
Surface exchange 1e-06 cm/s: hole dip below final 10.03 %
Surface exchange 1e-08 cm/s: hole dip below final 0.00 %
Plateau shift from oxygen-site filling: 1.27 %
Screening length (permittivity 40): 0.277 nm
Electron/hole ratio at plateau (gap 4 eV): 1.3e-15
```
